Jackson damping factors and the broadening of a delta peak

## First half: the kernel and the lower bound on its width

Chebyshev polynomials are cosines of an angle, T_n(cos θ) = cos nθ, and this fixes most of the answer before any calculation. Let a spectral line sit at the scaled energy a = cos θ₀, with −1 ≤ a ≤ 1. If the line is rebuilt from N Chebyshev moments, each multiplied by a factor that depends on n but not on a, every line receives the same profile in angle, apart from reflections at the ends of the band. A small change of angle dθ changes x = cos θ by sin θ₀ dθ in magnitude. The width in x is therefore the angular width times √(1−a²). A sum of cosines up to cos (N−1)θ has a shortest angular scale of order 1/N, so one expects

σ ≈ c √(1−a²) / N,

with a pure number c. If energies are measured in units of a half-width D, the width in energy is D times this.

Symmetry does not supply c. The argument also assumes that the central peak of the profile, not its tails, determines the width, and that the relation between x and θ may be linearized, which fails at the band edges where sin θ₀ = 0. The derivation below gives c = π for the best nonnegative profile, in a sense to be defined, and gives the variance in closed form for every a, edges included.

Take a Hamiltonian whose levels lie in an energy window with centre E_c and half-width D, and set x = (E−E_c)/D, so that the spectrum lies in [−1, 1]. This condition matters: outside the interval T_n(x) has magnitude cosh(n arccosh |x|), which grows exponentially with n. Let f(x) be a nonnegative spectral density, for instance a local density of states, which is a sum of delta functions with positive weights. Its Chebyshev moments are

μ_n = ∫ f(x) T_n(x) dx, n = 0, 1, …, N−1.

Here "order N" means that N moments are known, so the highest polynomial degree is N−1. I take N ≥ 2.

To rebuild f from its moments one needs the orthogonality of the polynomials. With x = cos θ, dx = −sin θ dθ and √(1−x²) = sin θ,

∫ T_m(x) T_n(x) dx / (π√(1−x²)) = (1/π) ∫₀^π cos mθ cos nθ dθ.

Since cos mθ cos nθ = ½[cos (m−n)θ + cos (m+n)θ], and the integral of cos kθ from 0 to π vanishes for every nonzero integer k, the result is 0 for m ≠ n, ½ for m = n ≥ 1, and 1 for m = n = 0. Write the density as

f(x) = [c₀ + 2 Σ_{n≥1} c_n T_n(x)] / (π√(1−x²)).

Multiplying by T_m and integrating gives c_m = μ_m; the factor 2 cancels the ½ from orthogonality. For a delta function this series is understood in the sense of its moments, since it does not converge point by point.

Stopping the series at n = N−1 produces oscillations. The kernel polynomial method multiplies the moments by real damping factors g_n, with g₀ = 1 so that the total weight μ₀ is preserved:

f_N(x) = [μ₀ + 2 Σ_{n=1}^{N−1} g_n μ_n T_n(x)] / (π√(1−x²)).

The problem is to choose the numbers g₁, …, g_{N−1}.

Consider a single line, f(x) = δ(x−a), with a = cos θ₀. Its moments are μ_n = cos nθ₀, so

f_N(x) = [1 + 2 Σ g_n cos nθ cos nθ₀] / (π sin θ).

Define the kernel

K(φ) = 1 + 2 Σ_{n=1}^{N−1} g_n cos nφ.

The identity 2 cos nθ cos nθ₀ = cos n(θ−θ₀) + cos n(θ+θ₀) turns the numerator into the mean of two kernels:

f_N(x) = [K(θ−θ₀) + K(θ+θ₀)] / (2π sin θ).

The first term is the broadened line. The second is its mirror image, which accounts for the part of the profile that would otherwise leave the interval 0 ≤ θ ≤ π. This is the translation symmetry used at the start, now in explicit form.

A density of states should not become negative. If K(φ) ≥ 0 for all φ, the last formula gives f_N ≥ 0 for one line, and hence for any superposition of lines with positive weights. The converse also holds. A line at a = 1 has θ₀ = 0, and since K is even, its reconstruction is K(θ)/(π sin θ). If this is nonnegative for 0 < θ < π, then K is nonnegative there, and by evenness, periodicity and continuity it is nonnegative everywhere. Thus K ≥ 0 is both necessary and sufficient for every nonnegative density to stay nonnegative.

A nonnegative kernel has a simple meaning. Define the average

⟨F⟩ = (1/2π) ∫_{−π}^{π} F(φ) K(φ) dφ.

The constant term of K gives ⟨1⟩ = 1, so K(φ)/2π is a probability density for an angular displacement φ. Over a full period the integral of cos mφ cos nφ equals π for m = n ≥ 1 and vanishes for m ≠ n, so

⟨cos nφ⟩ = (1/2π) · 2g_n · π = g_n.

Because K is even, ⟨sin nφ⟩ = 0. The reconstruction of a line is then the distribution of x = cos(θ₀+φ) when φ is drawn from K/2π: folding the angle θ₀+φ back into 0 ≤ θ ≤ π produces the two terms in f_N, and dividing by sin θ converts a density in θ to a density in x.

The mean position follows at once:

⟨x⟩ = ⟨cos θ₀ cos φ − sin θ₀ sin φ⟩ = g₁ a.

For the second moment, use cos²α = ½(1 + cos 2α) with α = θ₀+φ:

⟨x²⟩ = ½[1 + g₂ cos 2θ₀] = ½[1 + g₂(2a²−1)].

If N = 2, the factor g₂ lies beyond the last retained moment and is to be read as zero.

One must now say what "narrow" means. The mean squared displacement of a line from its true position is

⟨(x−a)²⟩ = ½[1 + g₂(2a²−1)] − 2g₁a² + a².

It depends on a, and different positions would prefer different kernels. A single criterion requires an average over positions. The choice that respects the translation symmetry is a uniform average over θ₀, which corresponds to the weight da/(π√(1−a²)). Under it the average of a² = cos²θ₀ is ½ and the average of 2a²−1 = cos 2θ₀ is zero. Hence

average of ⟨(x−a)²⟩ = ½ − g₁ + ½ = 1 − g₁.

The same quantity can be read directly in angle:

1 − g₁ = ⟨1 − cos φ⟩ = ⟨2 sin²(φ/2)⟩.

For a kernel concentrated near φ = 0 this is about half the mean squared angle. The factor one half is the average of sin²θ₀ over the band.

The variational problem is therefore to minimize 1−g₁, or equivalently to maximize g₁, among all kernels with g₀ = 1, degree at most N−1, and K(φ) ≥ 0. Other definitions of width, such as the full width at half maximum, pose different problems, and nothing here claims that the Jackson kernel solves those too.

Positivity is essential to the criterion. Undamped truncation, g_n = 1, makes 1−g₁ equal to zero, although the peak obviously has a finite width. To see what has gone wrong, use

2 sin(φ/2) cos nφ = sin((n+½)φ) − sin((n−½)φ).

Summed from n = 1 to N−1, the right side telescopes to sin((N−½)φ) − sin(φ/2). Dividing by sin(φ/2) and adding the constant term 1 gives

K(φ) = sin((N−½)φ) / sin(φ/2).

This changes sign. Positive and negative contributions to the squared displacement cancel, and the result no longer measures a width. With K ≥ 0 no such cancellation is possible, because 1−cos φ is nonnegative as well.

The question is now how large g₁ can be. For N = 2 the answer can be read off: K = 1 + 2g₁ cos φ is nonnegative exactly when |g₁| ≤ ½, so the largest value is ½ = cos(π/3). The general bound comes from sampling the kernel at well-chosen points.

Let

q = π/(N+1), φ_j = (2j+1)q, j = 0, 1, …, N.

These are N+1 points, equally spaced by 2q around the circle. The first is q, and the last is (2N+1)q = 2π−q, which is the same angle as −q. The point φ = 0, where the kernel will be largest, lies halfway between them. Among all sets of N+1 equally spaced points, those placed this way stay as far from φ = 0 as possible, and that is what will make the bound sharp.

Write A[F] for the average of F over these points:

A[F] = (1/(N+1)) Σ_{j=0}^{N} F(φ_j).

For an integer m,

A[e^{imφ}] = e^{imq} (1/(N+1)) Σ_{j=0}^{N} e^{2πimj/(N+1)}.

The sum is geometric with ratio r = e^{2πim/(N+1)}. If m is not a multiple of N+1, then r ≠ 1 while r^{N+1} = 1, and the sum (r^{N+1}−1)/(r−1) vanishes. If m = 0 the average is 1. If m = ±(N+1), every term in the sum is 1, and the prefactor is e^{±iπ} = −1. Thus

A[cos mφ] = 1 for m = 0,
A[cos mφ] = 0 for 1 ≤ |m| ≤ N,
A[cos mφ] = −1 for |m| = N+1.

Consequently, for any trigonometric polynomial of degree at most N, the average over the N+1 points equals the average over the full period, since both pick out the constant term.

Apply this to the function

F(φ) = (cos q − cos φ) K(φ).

The kernel has degree at most N−1 and the factor in front has degree 1, so F has degree at most N and the rule applies. Its average over the period is cos q ⟨1⟩ − ⟨cos φ⟩ = cos q − g₁. Therefore

cos q − g₁ = (1/(N+1)) Σ_{j=0}^{N} (cos q − cos φ_j) K(φ_j).

Every term on the right is nonnegative. At φ_j = ±q the bracket is zero. The other N−1 points lie between 3q and 2π−3q, farther from φ = 0, where the cosine is smaller than cos q and the bracket is positive. The factor K(φ_j) is nonnegative by assumption. Hence

g₁ ≤ cos q, or 1 − g₁ ≥ 1 − cos(π/(N+1)).

No nonnegative kernel of order N can do better. For large N the right side is about π²/(2N²), and this is where the number π enters: the sampling points nearest to the peak lie at a distance π/(N+1) from it.

The identity also tells us what a kernel must look like if it reaches the bound. A sum of nonnegative terms vanishes only if each term does, so K(φ_j) = 0 at every sampling point other than ±q. Since K is smooth and never negative, each of these zeros is a minimum, and therefore K′(φ_j) = 0 there as well. Finally, the rule applied to K itself gives A[K] = 1. Just two points contribute, and K(q) = K(−q), so

2K(q)/(N+1) = 1, K(±q) = (N+1)/2.

An optimal kernel is thus known at all N+1 points, and its slope is known at all but two of them.

## Second half: the damping factors and the broadened peak

The symbols carried over are these. The kernel is K(φ) = 1 + 2 Σ_{n=1}^{N−1} g_n cos nφ, with N moments, g₀ = 1 and K ≥ 0. The average ⟨F⟩ is taken with the probability density K/2π, so that ⟨cos nφ⟩ = g_n. With q = π/(N+1), the sampling points are φ_j = (2j+1)q for j = 0, …, N, and A[F] is the average of F over them. The average A[cos mφ] is 1 for m = 0, zero for 1 ≤ |m| ≤ N, and −1 for |m| = N+1. Every nonnegative kernel obeys g₁ ≤ cos q. Equality requires K = K′ = 0 at every sampling point except ±q, where K(±q) = (N+1)/2. A line at a = cos θ₀ is rebuilt as the distribution of x = cos(θ₀+φ), with ⟨x⟩ = g₁a and ⟨x²⟩ = ½[1+g₂(2a²−1)].

These conditions determine all the damping factors. Let 1 ≤ n ≤ N and set g_N = 0, since the kernel contains no cos Nφ. Expand the product

K(φ) cos nφ = cos nφ + Σ_{m=1}^{N−1} g_m [cos (m−n)φ + cos (m+n)φ].

Take the average over the sampling points. The first term gives zero. In the sum, m = n contributes g_n, and m+n = N+1 contributes −g_{N+1−n}. No other term survives, because m+n is at most 2N−1, which is below the next multiple 2(N+1). On the other hand, K is nonzero just at ±q, so the same average is (2/(N+1)) · ((N+1)/2) · cos nq. Therefore

g_n − g_{N+1−n} = cos nq.

The slopes give a second relation. Differentiation yields K′(φ) = −2 Σ m g_m sin mφ, and with 2 sin mφ sin nφ = cos (m−n)φ − cos (m+n)φ,

K′(φ) sin nφ = −Σ_{m=1}^{N−1} m g_m [cos (m−n)φ − cos (m+n)φ].

In the average, m = n contributes −n g_n. The term m+n = N+1 enters with +cos (N+1)φ, whose average is −1, and contributes −(N+1−n) g_{N+1−n}. Directly from the samples, K′ vanishes except at ±q. Both K′ and sin nφ are odd, so the two points contribute equally, and the average is 2K′(q) sin nq/(N+1). Defining C = −2K′(q)/(N+1),

n g_n + (N+1−n) g_{N+1−n} = C sin nq.

Insert g_{N+1−n} = g_n − cos nq from the first relation:

n g_n + (N+1−n) g_n − (N+1−n) cos nq = C sin nq,

(N+1) g_n = (N+1−n) cos nq + C sin nq.

The constant follows from n = 1, where g₁ = cos q. Then (N+1) cos q = N cos q + C sin q, so C = cot q. The result is

g_n = [(N+1−n) cos nq + cot q sin nq] / (N+1), q = π/(N+1).

These are the Jackson damping factors. At n = 0 the formula gives 1. At n = N, cos Nq = −cos q and sin Nq = sin q, so it gives zero, as it must.

So far this shows that a kernel reaching the bound, if there is one, must have these coefficients. It remains to show that one exists. Consider

K(φ) = [2 sin²q/(N+1)] · cos²((N+1)φ/2) / (cos φ − cos q)².

It is nonnegative, but it must also be a polynomial of the right degree. With X = cos φ, the numerator is cos²((N+1)φ/2) = ½[1 + T_{N+1}(X)]. At X = cos q one has T_{N+1} = cos π = −1, so the numerator vanishes. Since T_{N+1} ≥ −1 on the interval and cos q is an interior point, this is a minimum, and the zero is at least double. The factor (X−cos q)² therefore divides the numerator. The quotient has degree N−1 in cos φ, which is an even trigonometric polynomial of degree N−1.

At a sampling point (N+1)φ_j/2 = (2j+1)π/2, where the cosine in the numerator vanishes, so K is zero at every sampling point except ±q. Near φ = q + ε the numerator's cosine is −(N+1)ε/2 and the denominator's difference is −ε sin q, to first order in ε. Their ratio is (N+1)/(2 sin q), and thus

K(q) = [2 sin²q/(N+1)] · (N+1)²/(4 sin²q) = (N+1)/2.

Then A[K] = 1, which confirms g₀ = 1. All terms in the identity for cos q − g₁ vanish, so g₁ = cos q. The bound is attained, the minimizer is unique, and its coefficients are the Jackson factors.

The case N = 3 can be checked by hand. Here q = π/4, g₁ = 1/√2 and g₂ = ¼, so

K = 1 + √2 cos φ + ½ cos 2φ = (cos φ + 1/√2)².

It is nonnegative, with double zeros at φ = ±3q.

For large N, with t = n/N held fixed, cot q/(N+1) tends to 1/π and

g_n → (1−t) cos πt + (1/π) sin πt.

For small t this is 1 − π²t²/2 = 1 − ½n²(π/N)². A narrow distribution with root-mean-square angle s has ⟨cos nφ⟩ ≈ 1 − ½n²s², so the low moments see an angular width s = π/N.

The width in x now follows. For any kernel, the variance of the rebuilt line is

σ² = ⟨x²⟩ − ⟨x⟩² = (1−g₂)/2 + a²(g₂ − g₁²).

The Jackson value of g₂ simplifies because cot q sin 2q = 2 cos²q = 1 + cos 2q:

g₂ = [(N−1) cos 2q + 1 + cos 2q]/(N+1) = (N cos 2q + 1)/(N+1).

Hence

(1−g₂)/2 = N(1 − cos 2q)/(2(N+1)) = N sin²q/(N+1).

With cos 2q = 2cos²q − 1, the other combination is

g₂ − g₁² = [2N cos²q − N + 1 − (N+1) cos²q]/(N+1)
= (N−1)(cos²q − 1)/(N+1) = −(N−1) sin²q/(N+1).

Adding the two parts gives the variance for every N ≥ 2 and every a in [−1, 1]:

σ² = sin²q [N(1−a²) + a²]/(N+1).

At the band centre, a = 0,

σ = sin q √(N/(N+1)) ≈ (π/N)(1 − 3/(2N)).

The correction collects −1/N from q = π/(N+1) and −1/(2N) from the square root. This is the sense in which a delta peak broadens to about π/N: it is a standard deviation, in units of D, at the centre of the band. At a fixed interior point σ ≈ π√(1−a²)/N, as the symmetry argument required, with c = π.

At the edges, a = ±1, the variance is sin²q/(N+1), so σ ≈ π/N^{3/2}. Linearization fails there, and a displacement φ moves x by about φ²/2. From the central peak alone one would expect a width of order 1/N². The closed form of K shows why the result is larger. At the edge,

σ² = ⟨(cos φ − cos q)²⟩ = [2 sin²q/(N+1)] × (period average of cos²((N+1)φ/2)).

The last average is ½, and apart from rapid oscillation all angles contribute equally. The variance at the edge thus comes mostly from the tails of the kernel. The crossover occurs where N(1−a²) is comparable with a², that is, for 1−a² of order 1/N.

The line is also displaced. Its mean is a cos q, so it moves towards the band centre by |a|(1−cos q) ≈ |a|π²/(2N²), which is small compared with σ for large N, even at the edges. As a check, average σ² plus the squared shift over the band, with a² → ½. The sum is ½ sin²q + ½(1−cos q)² = 1 − cos q, the minimum found above.

The shape is not Gaussian. For q ≪ |φ| ≪ 1 the denominator of K is about φ⁴/4, so the tails fall as φ⁻⁴ beneath their oscillation. At the maximum, sin q/(1−cos q) = cot(q/2) gives

K(0) = 2 cot²(q/2)/(N+1) ≈ 8N/π².

For N = 200 the program finds K(0) = 162.9 and a full width at half maximum of 0.0372 rad, which is 2.37 times π/N. Away from the edges, where 1−a² ≫ 1/N and both widths in x carry the same factor √(1−a²), a resolution quoted as a full width is therefore more than twice one quoted as a standard deviation. Close to the edges this fails, because σ there is set by the tails.

Two other kernels show what the optimization does and does not achieve. The Fejér factors g_n = 1 − n/N belong to

K(φ) = (1/N) |Σ_{ν=0}^{N−1} e^{iνφ}|²,

since N−n pairs of indices differ by n in a given direction. This kernel is nonnegative, but 1−g₁ = 1/N, so its root-mean-square displacement over the band falls as N^{−1/2}. For N = 200 it is 0.0707, against 0.0111 for Jackson.

The second kernel shows that Jackson damping need not be optimal at a given single position. It is optimal at a² = ½, where the mean squared displacement reduces to 1−g₁, but not at a = 0. At a = 0 the variance is (1−g₂)/2, and g₁ plays no part. Let N be even and at least 4. Averaging K(φ) with K(φ+π) removes the odd harmonics and leaves a nonnegative polynomial in the angle 2φ, of degree at most N/2−1. The bound already proved, applied with N/2 in place of N, gives g₂ ≤ cos(π/(N/2+1)) = cos(2π/(N+2)). The Jackson kernel of order N/2, taken at the angle 2φ, reaches this value, and at a = 0 it has

σ = sin(π/(N+2)).

For N = 200 this is 0.01555, slightly below the Jackson value 0.01559. The price is a second peak of equal height at φ = π, so a line at a also appears at −a. Its g₁ is zero, and its root-mean-square displacement over the band is 1.

For a worked example, take two sites with zero site energy and a hopping matrix element of 3 eV, and choose E_c = 0 and D = 5 eV. The eigenstates are the even and odd combinations of the sites, with levels at ±3 eV. Each has weight ½ on the first site, so the local density of states there is two lines at a = ±0.6.

The moments do not require the levels. With H̃ = H/D and |v₀⟩ the state on the first site, set |v₁⟩ = H̃|v₀⟩ and

|v_{n+1}⟩ = 2H̃|v_n⟩ − |v_{n−1}⟩, μ_n = ⟨v₀|v_n⟩.

This is the identity cos (n+1)θ = 2 cos θ cos nθ − cos (n−1)θ applied to each eigenstate. Each new vector costs one multiplication by H̃.

For N = 200, q = 0.01563 and 1−a² = 0.64. The variance formula gives

σ = 5 eV × sin(0.01563) × √[(200 × 0.64 + 0.36)/201] = 62.4 meV.

The large-N form gives 5 eV × π × 0.8/200 = 62.8 meV. With the same N, a line at the band centre would have σ = 78.0 meV, and one at the edge 5.5 meV.

The width measured from the rebuilt density at E > 0 is 62.3 meV, about 0.3 % below the formula. The sign of this difference follows from the mirror symmetry of the two lines. Cutting at E = 0 removes the tail of the upper line at −E and admits an equal tail of the lower line at +E. Let m = 3 eV × cos q be the mean of the full upper line. The removed part lies at a distance E + m from it and the admitted part at |E − m|, which is smaller, so the mean squared distance from m falls below σ². The variance about the new mean cannot exceed the mean squared distance from m, so it is smaller than σ² as well.

The height of each Jackson peak is 3.24 per eV, in agreement with K(0)/(4πD sin θ₀) for a line of weight ½. Without damping, the same moments give negative densities. Beside each line the first negative lobe of the truncated kernel, about −87 at (N−½)φ ≈ 4.49, gives about −87/(4π × 5 eV × 0.8) ≈ −1.7 per eV. The lowest value found, −3.89 per eV, lies very close to the band edges, where the factor 1/sin θ amplifies the oscillating tails; its size depends on the phase of the oscillation at the edge. It is finite here because the numerator of f_N is positive at θ = 0 and θ = π for N = 200. For an N at which the numerator is negative there, such as N = 202, the undamped density has no lower bound as the edge is approached.

To choose N for a required resolution, invert the centre formula. For σ = 20 meV and D = 5 eV, the leading estimate is πD/σ = 785.4. The correction factor 1 − 3/(2N) lowers this by about 1.5, and the smallest integer that satisfies the full formula is N = 784. Since N grows in proportion to D, a window much wider than the spectrum wastes moments.

The minimization itself was also tested without the derived factors. For N = 12, a linear program maximized g₁ with positivity imposed at 3001 angles. It found 1−g₁ = 0.029058, which agrees with 1−cos(π/13) to the digits shown, and each of its damping factors lay within about 10⁻⁴ of the Jackson value.

Calculated quantities

```
Linear program, N = 12
  smallest 1-g_1 found: 0.029058
  1-cos(pi/(N+1)):      0.029058
  largest difference in any g_n: 1.1e-04
Scaling of measured standard deviations (dimensionless)
  N=50: sigma(0)*N/pi=0.97012, sigma(1)*N^1.5/pi=0.97012
  N=200: sigma(0)*N/pi=0.99251, sigma(1)*N^1.5/pi=0.99251
  N=800: sigma(0)*N/pi=0.99813, sigma(1)*N^1.5/pi=0.99813
Kernel at N = 200
  g_1 = 0.999878, g_2 = 0.999514, g_100 = 0.322201
  pi/N = 0.015708, pi/(N+1) = 0.015630 rad
  rms angle = 0.015653 rad
  kernel height K(0) = 162.918
  full width at half maximum = 0.037168 rad
  that width divided by pi/N = 2.3662
  band rms displacement, Jackson: 0.011052
  band rms displacement, Fejer:   0.070711
  band rms displacement, g_2-max: 1.000000
  sigma at a=0, Jackson: 0.015590
  sigma at a=0, g_2-max: 0.015552
Two-site model, N = 200
  hopping = 3.0 eV, energy scale = 5.0 eV
  levels = -3.000, 3.000 eV; a = 0.600
  weight of upper peak = 0.500000
  centre of upper peak = 2.99964 eV
  sigma measured on E>0 = 62.276 meV
  sigma from exact formula = 62.449 meV
  sigma from pi*sqrt(1-a^2)/N = 62.832 meV
  sigma at band centre = 77.951 meV
  sigma at band edge = 5.512 meV
  largest density, Jackson = 3.2414 1/eV
  lowest density, truncation = -3.8913 1/eV
Target sigma at band centre = 20.0 meV
  estimate pi*scale/sigma = 785.4
  smallest N from exact formula = 784
```
